# Ewald sum for periodic charged defects in an anisotropic dielectric: a program that tests the result

```python
# Ewald sum for point charges on a lattice plus neutralising background in a medium
# with a constant symmetric dielectric tensor eps (Hartree atomic units).
# D = det eps, s(r) = sqrt(r.eps^-1.r), g(r) = 1/(sqrt(D) s), V = cell volume.
# Result under test (potential per unit charge at a charge, any gamma > 0):
#  vM = sum_{R!=0} erfc(gamma s_R)/(sqrt(D) s_R) + (4pi/V) sum_{G!=0} exp(-G.eps.G/4gamma^2)/(G.eps.G)
#       - 2 gamma/sqrt(pi D) - pi/(V gamma^2),   energy per cell E = q^2 vM/2.
import numpy as np, sympy as sp
from scipy.special import erfc
from scipy.optimize import brentq
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
pi, XCUT = np.pi, 6.5
inv, det = np.linalg.inv, np.linalg.det

def quad_form(v, m):
    return np.einsum('...i,ij,...j->...', v, m, v)

def lattice(basis, metric, cut, pad=0):
    m = basis @ (0.5*(metric + metric.T)) @ basis.T
    n = np.floor(cut*np.sqrt(np.diag(inv(m)))).astype(int) + pad
    ax = [np.arange(-k, k + 1) for k in n]
    return np.stack(np.meshgrid(*ax, indexing='ij'), -1).reshape(-1, 3) @ basis

def ewald(cell, eps, gam, r=None, real_metric=None, root_det=None):
    """real, reciprocal, self, background terms; r=None means at the charge"""
    V = abs(det(cell))
    mi = inv(eps) if real_metric is None else real_metric
    rd = np.sqrt(det(eps)) if root_det is None else root_det
    x = np.zeros(3) if r is None else r
    s = np.sqrt(quad_form(x - lattice(cell, mi, XCUT/gam, 1), mi)); s = s[s > 1e-10]
    G = lattice(2*pi*inv(cell).T, eps, 2*gam*XCUT); A = quad_form(G, eps)
    G, A = G[A > 1e-12], A[A > 1e-12]
    return np.array([np.sum(erfc(gam*s)/s)/rd,
                     4*pi/V*np.sum(np.exp(-A/(4*gam**2))*np.cos(G @ x)/A),
                     -2*gam/(np.sqrt(pi)*rd) if r is None else 0.0, -pi/(V*gam**2)])

def sphere(n):
    u, wu = np.polynomial.legendre.leggauss(n)
    U, P = np.meshgrid(u, 2*pi*np.arange(n)/n, indexing='ij'); S = np.sqrt(1 - U**2)
    return np.stack([S*np.cos(P), S*np.sin(P), U], -1).reshape(-1, 3), np.repeat(wu, n)*2*pi/n

def gauss(n, b):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5*b*(t + 1), 0.5*b*w
NV, NW = sphere(200)

def direct(cell, eps, r=np.zeros(3), edge=None):
    """bare g summed with a wide spherical window minus the windowed background.
    Window: radius edge*sig, edge width sig. The error is the larger of exp(-(Gmin sig)^2/4)
    and exp(-y edge + y^2/4), y = Gmin sig sqrt(eps_min/eps_max); the second comes from
    the singularity of g on the complex cone r.eps^-1.r = 0."""
    G = np.linalg.norm(lattice(2*pi*inv(cell).T, np.eye(3), 0.0, 2), axis=1)
    sig = 10/G[G > 1e-9].min()
    if edge is None:
        e = np.linalg.eigvalsh(eps); y = 10*np.sqrt(e[0]/e[-1])
        edge = max(6.0, 26/y + y/4)
    rmax = (edge + 6)*sig
    window = lambda d: 0.5*erfc((d - edge*sig)/sig)
    x = r - lattice(cell, np.eye(3), rmax, 1); d = np.linalg.norm(x, axis=1)
    x, d = x[d > 1e-10], d[d > 1e-10]
    t, w = gauss(300, rmax)
    back = np.sum(NW/np.sqrt(quad_form(NV, inv(eps))))*np.sum(w*t*window(t))/abs(det(cell))
    return (np.sum(window(d)/np.sqrt(quad_form(x, inv(eps)))) - back)/np.sqrt(det(eps))

# ---- general triclinic case with a full tensor
cT = np.array([[18., 0, 0], [4, 21, 0], [-3, 5, 16]])
eS = sp.Matrix([[80, 15, -10], [15, 50, 8], [-10, 8, 30]])/10
eT = np.array(eS.tolist(), float); VT, rdT = abs(det(cT)), np.sqrt(det(eT))
X = sp.Matrix(sp.symbols('x y z', real=True)); gs = sp.Rational(1, 2); gm = 0.5
ss = sp.sqrt((X.T*eS.inv()*X)[0]); rD = sp.sqrt(eS.det())
flux_vec = lambda f: eS*sp.Matrix([f.diff(c) for c in X])
operator = lambda f: sum(flux_vec(f)[i].diff(X[i]) for i in range(3))
gsym = 1/(rD*ss); rho = gs**3*sp.exp(-gs**2*ss**2)/(sp.pi**sp.Rational(3, 2)*rD)
op_g, op_long = operator(gsym), operator(sp.erf(gs*ss)*gsym)
for p in [(1, 2, -3), (sp.Rational(1, 2), -4, 1)]:
    sub = dict(zip(X, p))
    assert abs(op_g.subs(sub).evalf(30)) < 1e-20
    assert abs((op_long + 4*sp.pi*rho).subs(sub).evalf(30)) < 1e-20
fv = sp.lambdify(list(X), list(flux_vec(gsym)), 'numpy')(*(3*NV.T))
flux = 9*np.sum(NW*np.sum(np.array(fv)*NV.T, 0))
assert abs(flux + 4*pi) < 1e-10
ax = np.arange(-40., 41.); grid = np.stack(np.meshgrid(ax, ax, ax, indexing='ij'), -1)
k = np.array([0.2, -0.1, 0.3])
ft = np.sum(gm**3/(pi**1.5*rdT)*np.exp(-gm**2*quad_form(grid, inv(eT)))*np.cos(grid @ k))
assert abs(ft - np.exp(-quad_form(k, eT)/(4*gm**2))) < 1e-10
nv, nw = sphere(50); t, w = gauss(150, 60.); c = np.sqrt(quad_form(nv, inv(eT)))
sg = np.outer(c, t); wt = np.outer(nw, w*t**2)
short_int = np.sum(wt*erfc(gm*sg)/(rdT*sg))
centre = np.sum(wt*gm**3/(pi**1.5*rdT)*np.exp(-(gm*sg)**2)/(rdT*sg))
assert abs(short_int - pi/gm**2) < 1e-9 and abs(centre - 2*gm/(np.sqrt(pi)*rdT)) < 1e-10
vT = [ewald(cT, eT, g).sum() for g in (0.1, 0.2, 0.3, 0.6)]; dT = direct(cT, eT)
assert np.ptp(vT) < 1e-12 and abs(vT[1] - dT) < 1e-9
r0 = np.array([5., 6, 4]); psi = lambda r: ewald(cT, eT, 0.25, r).sum()
psi_dir = direct(cT, eT, r0)
assert abs(psi(r0) - psi_dir) < 1e-9 and abs(psi(r0) - ewald(cT, eT, 0.1, r0).sum()) < 1e-12
lam, vec = np.linalg.eigh(eT)
fd = lambda h: sum(l*(psi(r0 + h*v) + psi(r0 - h*v) - 2*psi(r0))/h**2 for l, v in zip(lam, vec.T))
lap = (4*fd(0.02) - fd(0.04))/3
assert abs(lap*VT/(4*pi) - 1) < 1e-6
stretched = cT @ (vec @ np.diag(lam**-0.5) @ vec.T)
assert abs(direct(stretched, np.eye(3))/rdT - dT) < 1e-9
eN = eT + np.array([[0, 2., 0], [-2, 0, 0], [0, 0, 0]])
vN = [ewald(cT, eN, g).sum() for g in (0.3, 0.6)]
assert abs(vN[0] - vN[1]) > 1e-4
vD = [ewald(cT, np.diag(np.diag(eT)), g).sum() for g in (0.1, 0.3)]
assert abs(vD[0] - vD[1]) < 1e-12 and abs(vD[0] - dT) > 1e-5

def slopes(cell, eps, gam):
    tr = np.sum(np.exp(-gam**2*quad_form(lattice(cell, inv(eps), XCUT/gam), inv(eps))))
    G = lattice(2*pi*inv(cell).T, eps, 2*gam*XCUT)
    tg = np.sum(np.exp(-quad_form(G, eps)/(4*gam**2)))
    return tr, tg, -2*tr/np.sqrt(pi*det(eps)), 2*pi*tg/(abs(det(cell))*gam**3)

# ---- worked example
L, q, g0 = 20.0, 1.0, 0.2
cell, eps = L*np.eye(3), np.diag([10., 10, 2]); V, rd = L**3, np.sqrt(det(eps))
for cc, ee in ((cT, eT), (cell, eps)):
    tr, tg, a, b = slopes(cc, ee, g0)
    d = (ewald(cc, ee, g0 + 1e-5) - ewald(cc, ee, g0 - 1e-5))/2e-5
    assert abs((d[0] + d[2])/a - 1) < 1e-6 and abs((d[1] + d[3])/b - 1) < 1e-6
    assert abs(a + b) < 1e-12
print(f"example: cubic L = {L} bohr, eps = diag{tuple(np.diag(eps).tolist())}, q = {q} e")
print(f"V = {V:.1f} bohr^3, D = {det(eps):.1f}, sqrt(D) = {rd:.6f}, 2pi/L = {2*pi/L:.6f} 1/bohr")
print(f"stretched cell a' = {L/eps[0,0]**.5:.5f}, c' = {L/eps[2,2]**.5:.5f} bohr, c'/a' = {(eps[0,0]/eps[2,2])**.5:.5f}, V' = {V/rd:.3f} bohr^3")
print(f"balanced gamma = {np.sqrt(pi)/(V/rd)**(1/3):.5f} 1/bohr; 4pi/V = {4*pi/V:.6e} bohr^-3")
print(f"real shells, gamma = {g0} 1/bohr: count, s (bohr), erfc, sum (Ha/e)")
sv, n = np.unique(np.round(np.sqrt(quad_form(lattice(cell, inv(eps), 20), inv(eps))), 9), return_counts=True)
for s_, n_ in zip(sv[1:5], n[1:5]):
    print(f"  {n_:2d} {s_:9.5f} {erfc(g0*s_):.6e} {n_*erfc(g0*s_)/(rd*s_):.8f}")
print("reciprocal shells: count, G.eps.G (bohr^-2), exp factor, sum (Ha/e)")
av, n = np.unique(np.round(quad_form(lattice(2*pi/L*np.eye(3), eps, 2), eps), 10), return_counts=True)
for a_, n_ in zip(av[1:6], n[1:6]):
    e_ = np.exp(-a_/(4*g0**2)); print(f"  {n_:2d} {a_:9.6f} {e_:.6e} {4*pi/V*n_*e_/a_:.8f}")
print("gamma (1/bohr): real, reciprocal, self, background, vM (Ha/e)")
tot = []
for g in (0.1, 0.2, 0.3, 0.4):
    T = ewald(cell, eps, g); tot.append(T.sum())
    print(f"  {g:.1f} " + " ".join(f"{x:+.9f}" for x in T) + f" {T.sum():+.9f}")
vM, dE = tot[1], direct(cell, eps)
assert np.ptp(tot) < 1e-12 and abs(vM - dE) < 1e-9
print(f"spread of vM over gamma = {np.ptp(tot):.1e} Ha/e; windowed direct sum = {dE:+.9f} Ha/e")
print(f"gamma = {g0}: theta_R = {tr:.8f}, theta_G = {tg:.8f}")
print(f"  slopes real+self {a:+.8f}, reciprocal+background {b:+.8f} Ha bohr/e")
G = lattice(2*pi/L*np.eye(3), np.eye(3), 12.); G2 = np.sum(G*G, 1); G, G2 = G[G2 > 0], G2[G2 > 0]
A = quad_form(G, eps); widths = np.array([0.5, 0.6, 0.7, 0.8, 0.9])
ang = np.sum(NW/quad_form(NV, eps))
dif = [q*q*(2*pi/V*np.sum(np.exp(-G2*x*x)/A) - ang/(4*pi**2)*np.sqrt(pi)/(2*x)) for x in widths]
E0, E = np.polyfit(widths**2, dif, 4)[-1], 0.5*q*q*vM
assert abs(E0/E - 1) < 1e-5      # limited by the neglected width^10 term
print(f"E = q^2 vM/2 = {E:+.8f} Ha = {E*EV:+.5f} eV; correction -E = {-E*EV:+.5f} eV")
print(f"Gaussian field energy difference, |rho(k)|^2 = exp(-k^2 a^2): a = 0.5 bohr {dif[0]:+.8f} Ha")
print(f"  extrapolated to a = 0: {E0:+.8f} Ha")
alpha = -L*direct(cell, np.eye(3)); print(f"simple cubic alpha from direct sum = {alpha:.7f}")
ev = np.diag(eps)
for name, e in (("arithmetic", ev.mean()), ("geometric", ev.prod()**(1/3)), ("harmonic", 3/np.sum(1/ev))):
    Es = 0.5*q*q*ewald(cell, e*np.eye(3), g0).sum()
    assert abs(Es + alpha*q*q/(2*e*L)) < 1e-9
    print(f"{name} eps = {e:.4f}: E = {Es:+.8f} Ha = {Es*EV:+.5f} eV, error {100*(Es/E-1):+.1f} %")
print("faulty vM at gamma = 0.15 and 0.30 1/bohr (Ha/e):")
for name, f in (("no background", lambda g: ewald(cell, eps, g)[:3].sum()),
                ("no 1/sqrt(D)", lambda g: ewald(cell, eps, g, root_det=1.).sum()),
                ("eps for eps^-1", lambda g: ewald(cell, eps, g, real_metric=eps).sum())):
    assert abs(f(0.15) - f(0.3)) > 1e-3
    print(f"  {name}: {f(0.15):+.7f} {f(0.3):+.7f}")
uni = lambda e: np.diag([e, e, 2.])
ez = brentq(lambda e: ewald(cell, uni(e), g0).sum(), 10, 60, xtol=1e-12)
dz, d40 = direct(cell, uni(ez)), direct(cell, uni(40.))
print(f"vM = 0 at eps_xx = {ez:.4f} (eps_zz = 2), c'/a' = {np.sqrt(ez/2):.4f}")
print(f"  direct sum there {dz:+.1e} Ha/e; with window radius 6 sigma {direct(cell, uni(ez), edge=6.):+.1e} Ha/e")
print(f"eps = diag(40,40,2): vM = {d40:+.8f} Ha/e, E = {0.5*d40*EV:+.5f} eV")
assert abs(dz) < 1e-9
assert d40 > 1e-4
assert abs(d40 - ewald(cell, uni(40.), g0).sum()) < 1e-9
print("triclinic cell rows (bohr):", cT.tolist()); print("eps =", eT.tolist())
print(f"V = {VT:.1f} bohr^3, sqrt(D) = {rdT:.6f}, flux/(4pi) = {flux/(4*pi):+.9f}")
print(f"gamma = {gm}: int g_short = {short_int:.8f} bohr^2, Gaussian centre = {centre:.8f} Ha/e")
print(f"Gaussian transform at k = {k.tolist()} 1/bohr: {ft:.9f}, k.eps.k = {quad_form(k, eT):.4f} bohr^-2")
print(f"vM Ewald {vT[1]:+.9f}, direct {dT:+.9f}, spread {np.ptp(vT):.1e} Ha/e")
print(f"psi at {r0.tolist()} bohr: Ewald {psi(r0):+.9f}, direct {psi_dir:+.9f} Ha/e")
print(f"div eps grad psi * V/(4pi) = {lap*VT/(4*pi):.7f}")
print(f"antisymmetric xy part 2, gamma 0.3, 0.6: {vN[0]:+.7f} {vN[1]:+.7f} Ha/e")
print(f"diagonal of eps only, gamma 0.1, 0.3: {vD[0]:+.9f} {vD[1]:+.9f} Ha/e, error {100*(vD[0]/dT-1):+.2f} %")
print("OK")
```

Output:

```
example: cubic L = 20.0 bohr, eps = diag(10.0, 10.0, 2.0), q = 1.0 e
V = 8000.0 bohr^3, D = 200.0, sqrt(D) = 14.142136, 2pi/L = 0.314159 1/bohr
stretched cell a' = 6.32456, c' = 14.14214 bohr, c'/a' = 2.23607, V' = 565.685 bohr^3
balanced gamma = 0.21431 1/bohr; 4pi/V = 1.570796e-03 bohr^-3
real shells, gamma = 0.2 1/bohr: count, s (bohr), erfc, sum (Ha/e)
   4   6.32456 7.363827e-02 0.00329320
   4   8.94427 1.141204e-02 0.00036088
   4  12.64911 3.466194e-04 0.00000775
  10  14.14214 6.334248e-05 0.00000317
reciprocal shells: count, G.eps.G (bohr^-2), exp factor, sum (Ha/e)
   2  0.197392 2.912129e-01 0.00463480
   2  0.789568 7.191883e-03 0.00002862
   4  0.986960 2.094369e-03 0.00001333
   8  1.184353 6.099075e-04 0.00000647
  10  1.776529 1.506246e-05 0.00000013
gamma (1/bohr): real, reciprocal, self, background, vM (Ha/e)
  0.1 +0.029708014 +0.000114462 -0.007978846 -0.039269908 -0.017426278
  0.2 +0.003665518 +0.004683373 -0.015957691 -0.009817477 -0.017426278
  0.3 +0.000330711 +0.010542872 -0.023936537 -0.004363323 -0.017426278
  0.4 +0.000015515 +0.016927959 -0.031915382 -0.002454369 -0.017426278
spread of vM over gamma = 6.9e-18 Ha/e; windowed direct sum = -0.017426278 Ha/e
gamma = 0.2: theta_R = 1.98130742, theta_G = 1.61024527
  slopes real+self -0.15808546, reciprocal+background +0.15808546 Ha bohr/e
E = q^2 vM/2 = -0.00871314 Ha = -0.23710 eV; correction -E = +0.23710 eV
Gaussian field energy difference, |rho(k)|^2 = exp(-k^2 a^2): a = 0.5 bohr -0.00874042 Ha
  extrapolated to a = 0: -0.00871314 Ha
simple cubic alpha from direct sum = 2.8372975
arithmetic eps = 7.3333: E = -0.00967261 Ha = -0.26320 eV, error +11.0 %
geometric eps = 5.8480: E = -0.01212928 Ha = -0.33005 eV, error +39.2 %
harmonic eps = 4.2857: E = -0.01655090 Ha = -0.45037 eV, error +90.0 %
faulty vM at gamma = 0.15 and 0.30 1/bohr (Ha/e):
  no background: +0.0000270 -0.0130630
  no 1/sqrt(D): -0.0404141 -0.3276572
  eps for eps^-1: -0.0276454 -0.0177570
vM = 0 at eps_xx = 27.7435 (eps_zz = 2), c'/a' = 3.7245
  direct sum there -1.3e-13 Ha/e; with window radius 6 sigma -2.7e-08 Ha/e
eps = diag(40,40,2): vM = +0.00437680 Ha/e, E = +0.05955 eV
triclinic cell rows (bohr): [[18.0, 0.0, 0.0], [4.0, 21.0, 0.0], [-3.0, 5.0, 16.0]]
eps = [[8.0, 1.5, -1.0], [1.5, 5.0, 0.8], [-1.0, 0.8, 3.0]]
V = 6048.0 bohr^3, sqrt(D) = 10.036434, flux/(4pi) = -1.000000000
gamma = 0.5: int g_short = 12.56637061 bohr^2, Gaussian centre = 0.05621415 Ha/e
Gaussian transform at k = [0.2, -0.1, 0.3] 1/bohr: 0.662324276, k.eps.k = 0.4120 bohr^-2
vM Ewald -0.032245119, direct -0.032245119, spread 6.2e-17 Ha/e
psi at [5.0, 6.0, 4.0] bohr: Ewald -0.001936228, direct -0.001936228 Ha/e
div eps grad psi * V/(4pi) = 1.0000000
antisymmetric xy part 2, gamma 0.3, 0.6: -0.0303253 -0.0285538 Ha/e
diagonal of eps only, gamma 0.1, 0.3: -0.030101856 -0.030101856 Ha/e, error -6.65 %
OK
```
